# Band-edge compensation of charged defects in monolayers: what it cures and leaves

## Definitions and the model

A monolayer of thickness $d$ lies in the plane $z=0$ and contains one defect of charge $+e$ per square cell of side $L$ and area $A=L^2$. The layers repeat vertically with period $L_z$. The electron that left the defect must appear somewhere in the cell, because a periodic array with net charge has no finite electrostatic energy. Two choices are compared:

- **Jellium:** charge $-e$ spread uniformly through the volume $AL_z$, vacuum included.
- **Band-edge electron:** charge $-e$ in an extended conduction-band state, with density $n_e(z)/A$ confined to the layer and $\int n_e\,dz=1$.

Gaussian formulas are used, and $e^2$ stands for $e^2/4\pi\varepsilon_0=1.43996$ eV nm. The layer responds linearly, with constants $\varepsilon_\parallel$ and $\varepsilon_\perp$; outside it both equal 1. The defect charge is fixed: its profile in $z$ is $\rho_D(z)$, with $\int\rho_D\,dz=1$, and in the plane it is a Gaussian of width $\sigma$. Both profiles are even in $z$ unless stated.

The treatment is mean-field electrostatics. Exchange and correlation are left out, and the electron is at first held in its extended state. Its in-plane density is taken as uniform; the modulation with the period of the host crystal carries the normalisation $1/A$ and would change the energy at order $1/L^2$.

The error $\delta E$ is the cell energy minus that of one isolated charged defect, with the freed electron at the unperturbed band edge. In the jellium case the band edge is taken from the pristine cell with the same convention for the average potential, so that the choice of zero cancels.

Let $e\phi$ be the potential. Expanding charge and potential in in-plane reciprocal vectors $\mathbf G$ separates the energy per cell:
$$E=\frac{1}{A}\Big[\frac{e^2}{2}\sum_{\mathbf G\ne0}U(G)+E_0\Big].\tag{1}$$
Here $U(G)$ is the screened interaction of the defect profile with itself at wavevector $G$, and $E_0$ comes from the plane-averaged charge. Either compensating charge is uniform in the plane, so it enters $E_0$ alone. This is the root of both results derived below: changing the compensation can repair $E_0$ but cannot touch the sum.

## Why jellium diverges

For the plane average the problem is one-dimensional. Let $C(z)$ be the net charge per cell, in units of $e$, accumulated from the midplane to $z$. Gauss's law gives a displacement $D=4\pi eC/A$. The field energy $A\int D^2/(8\pi\varepsilon_\perp)\,dz$ is then $E_0/A$, with
$$E_0=2\pi e^2\int\frac{C(z)^2}{\varepsilon_\perp(z)}\,dz .\tag{2}$$
Since $C$ is odd, the potential drop over a period vanishes, as periodicity demands.

With jellium, half the defect charge lies above the midplane, and the background removes $z/L_z$ of it. In the upper vacuum $C=\tfrac12-z/L_z$. Extending this form to the midplane and doubling for the lower half,
$$2\int_0^{L_z/2}\Big(\frac12-\frac z{L_z}\Big)^2dz=2L_z\int_0^{1/2}\Big(\frac12-t\Big)^2dt=\frac{L_z}{12}.$$
Inside the layer the true integrand differs, but over a fixed thickness, so the correction stays bounded. Hence
$$\frac{E_0^{\rm jel}}{A}=\frac{\pi e^2L_z}{6A}+O(1)\qquad(L_z\to\infty,\ L\ \text{fixed}).\tag{3}$$
The divergence is the energy of a field that fills the vacuum, because the charge that should end the field lines has been put there. The dielectric constants of the layer do not enter the slope.

For $L=3$ nm the slope is $\pi\times1.43996/(6\times9)=0.08377$ eV/nm. The full Poisson solution for the polarisable layer described below gives 0.08368 eV/nm between $L_z=20$ and 40 nm.

## Why the band-edge electron removes the divergence

Write $c_D(z)$ and $c_e(z)$ for the defect and electron profiles, each integrated from the midplane. The net charge is now $C=c_D-c_e$. Above the layer both terms equal $\tfrac12$, so $C=0$: the field lines end inside the layer, and $E_0$ no longer depends on $L_z$.

The cancellation needs three contributions. Insert and remove a uniform background,
$$C=\Big(c_D-\frac z{L_z}\Big)-\Big(c_e-\frac z{L_z}\Big),$$
and square. The defect self-energy, the defect–electron attraction and the electron self-energy grow with $L_z$ in the ratio $+1:-2:+1$. For the example below, going from $L_z=3$ to 12 nm at $L=3$ nm changes them by $0.7363$, $-1.4724$ and $0.7362$ eV, which sum to zero within rounding. If the electron's attraction to the charged defect were added without the electron's self-energy, a divergence of opposite sign would remain.

The terms with $G\neq0$ also feel the neighbouring layers, but weakly once $L_z$ is comparable with $L$ or larger. In vacuum $\phi_G''=G^2\phi_G$, so the field decays as $e^{-G|z|}$ and adjacent layers couple as $e^{-GL_z}$. The smallest $G$ is $2\pi/L$, which gives a residual error proportional to $e^{-2\pi L_z/L}$. At $L=3$ nm each further 1.5 nm of vacuum should reduce the remaining change by $e^{\pi}=23.14$. Successive differences between $L_z=4.5$, 6.0 and 7.5 nm give 23.31; larger $G$ decay faster and raise the ratio slightly.

An off-centre defect is different. Let the net charge have a dipole $ep$ along $z$, and accumulate $C$ from the vacuum below the layer instead of from the midplane, so that it vanishes on both sides of the layer. Integration by parts gives $\int C\,dz=-p$, and periodicity then requires subtracting the mean $\bar C=-p/L_z$. Without dielectric screening,
$$\frac{2\pi e^2}{A}\int(C-\bar C)^2dz=\frac{2\pi e^2}{A}\int C^2dz-\frac{2\pi e^2p^2}{AL_z}.$$
The last term decays only as $1/L_z$. For $p=0.15$ nm and $L=L_z=3$ nm it is $-7.5$ meV. Screening across the layer reduces it strongly: with $\varepsilon_\perp=6$ and the charge profiles of the worked layer below, it is about $-0.3$ meV.

## Why a lateral error remains

For one isolated defect the reciprocal vectors become continuous and $A^{-1}\sum_{\mathbf G}$ becomes $\int d^2q/(2\pi)^2$. With thick vacuum the band-edge error is therefore
$$\delta E=\frac{e^2}{2}\Big[\frac1A\sum_{\mathbf G\neq0}U(G)-\int\frac{d^2q}{(2\pi)^2}U(q)\Big]+\frac{E_0}{A}.\tag{4}$$
The electron is neutralising on average over the cell but not point by point. Each defect sits in a sheet of opposite charge of extent $L$, and is attracted to it. In the dilute limit the sheet is infinitely thin in density and the attraction vanishes; in a finite cell it does not.

**Small-$G$ form of $U$.** Let $|z|\le h$ contain the layer and all the charge, and let $S=\int_{-h}^{h}\varepsilon_\parallel dz$. The potential obeys
$$-(\varepsilon_\perp\phi')'+\varepsilon_\parallel G^2\phi=4\pi\rho_D .$$
Outside, $\phi=a\,e^{-G(|z|-h)}$. Integrating over $|z|\le h$ gives
$$2Ga+G^2\int_{-h}^{h}\varepsilon_\parallel\phi\,dz=4\pi .$$
Since $a$ is of order $1/G$ and $\phi-a$ is of order 1, the integral is $aS+O(1)$. Therefore
$$a=\frac{4\pi}{2G+G^2S}+O(G)=\frac{2\pi}G-\pi S+O(G).$$
Inside, integration from the midplane gives $-\varepsilon_\perp\phi'=4\pi c_D+O(G)$, so $\phi(z)=a+4\pi\int_z^h(c_D/\varepsilon_\perp)dz'$. Multiply by $\rho_D(z)$, integrate, and exchange the order of integration. The factor $\int_{-h}^{z'}\rho_Ddz=\tfrac12+c_D(z')$ appears; its constant part multiplies an odd function and drops out. Thus
$$U(G)=\frac{2\pi}G-\pi S+4\pi\int_{-h}^{h}\frac{c_D^2}{\varepsilon_\perp}dz+O(G).\tag{5}$$
The in-plane Gaussian contributes a factor $e^{-G^2\sigma^2}$, which alters only the $O(G)$ part.

**The $1/L$ term.** By scaling, the sum minus integral of $2\pi/G$ is a number divided by $L$. To find it, set $L=1$ and write $1/G=(2/\sqrt\pi)\int_0^\infty e^{-G^2t^2}dt$. Poisson summation turns the Gaussian sum over $\mathbf G$ into one over lattice vectors $\mathbf R$:
$$\sum_{\mathbf G\ne0}e^{-G^2t^2}-\frac1{4\pi t^2}=\frac1{4\pi t^2}\sum_{\mathbf R\neq0}e^{-R^2/4t^2}-1 .$$
Use the right side for $t<t_0$ and the left side for $t>t_0$, with $t_0=1/(2\sqrt\pi)$. The two lattice sums then give equal contributions, and the two subtracted terms integrate to $t_0+1/(4\pi t_0)=1/\sqrt\pi$. With the prefactor $4\sqrt\pi$ the result is
$$2\sum_{\mathbf n\ne0}\frac{{\rm erfc}(\sqrt\pi\,n)}{n}-4=-3.900,$$
where $\mathbf n$ runs over pairs of integers. Half of this, from the factor $\tfrac12$ in (4), is $-1.950$.

**The $1/L^2$ term.** For a constant $b$, understood with a smooth cutoff at large $G$, the complete sum equals the integral. Omitting $\mathbf G=0$ therefore leaves $-b/A$. Taking $b$ from (5) and adding $E_0=2\pi e^2\int(c_D-c_e)^2/\varepsilon_\perp dz$, the $c_D^2$ terms cancel:
$$\delta E=-\frac{1.950\,e^2}{L}+\frac{C_2}{L^2}+O(L^{-3}),\tag{6}$$
$$C_2=e^2\Big[\frac{\pi S}2+2\pi\int_{-h}^{h}\frac{c_e^2-2c_Dc_e}{\varepsilon_\perp}dz\Big].$$
Moving $h$ outward by $\Delta h$ adds $\pi\Delta h$ to the first term and $-\pi\Delta h$ to the second, so $C_2$ does not depend on this choice.

The leading term contains no dielectric constant of the layer. At long wavelength the field lines between defect and electron run mostly through the vacuum, where nothing screens them. The layer's polarisability first appears in $C_2$, with a positive sign.

## Small cells follow a logarithm

Treat the layer as a thin sheet. The balance of flux, now with only the excess polarisability in the sheet, reads $2Ga+G^2(\varepsilon_\parallel-1)d\,a=4\pi$, so
$$U(G)\simeq\frac{2\pi}{G(1+r_0G)},\qquad r_0=\frac{(\varepsilon_\parallel-1)d}2 .$$
If $d\ll L\ll r_0$, every $G$ in the sum satisfies $r_0G\gg1$ and $U\simeq2\pi/(r_0G^2)$. Put $G=2\pi n/L$ and cut both sum and integral at $n=N$. For large $N$, $\sum_{0<n\le N}n^{-2}=2\pi\ln N+K$, with $K=2.585$ for the square lattice. The half-sum is
$$\frac1{4\pi r_0}(2\pi\ln N+K)=\frac1{2r_0}\Big(\ln N+\frac K{2\pi}\Big).$$
The half-integral must keep the full kernel, because it reaches $q=0$:
$$\frac12\int_0^{2\pi N/L}\frac{dq}{1+r_0q}\simeq\frac1{2r_0}\ln\frac{2\pi r_0N}{L}.$$
In a sheet of negligible thickness the defect and electron charges lie in one plane, so their plane averages cancel and the term $E_0/A$ of (4) is dropped. Subtracting the half-integral from the half-sum, $\ln N$ cancels:
$$\delta E\simeq-\frac{e^2}{2r_0}\Big[\ln\frac{2\pi r_0}L-\frac K{2\pi}\Big].\tag{7}$$
The layer screens the error strongly here, but makes it fall slowly with $L$.

## A worked layer

Take $d=0.6$ nm, $\varepsilon_\parallel=15$, $\varepsilon_\perp=6$, $\sigma=0.1$ nm also for the defect's vertical width, and an electron profile proportional to $\cos^2(\pi z/d)$. Then $r_0=14\times0.6/2=4.2$ nm and $C_2=20.2$ eV nm$^2$. At fixed $L=3$ nm the errors relative to the isolated defect are:

| $L_z$ (nm) | jellium (eV) | band edge (eV) |
|---:|---:|---:|
| 3 | −0.179 | −0.319 |
| 6 | 0.061 | −0.319 |
| 12 | 0.558 | −0.319 |
| 24 | 1.560 | −0.319 |

The band-edge result has converged, but to the wrong value. Jellium passes through zero error between 3 and 6 nm because its positive vertical term cancels the negative lateral one there; more vacuum spoils the cancellation.

With thick vacuum and a band-edge electron, the dependence on $L$ is:

| $L$ (nm) | full error (eV) | $1/L$ term (eV) | two terms (eV) |
|---:|---:|---:|---:|
| 3 | −0.319 | −0.936 | 1.310 |
| 6 | −0.226 | −0.468 | 0.094 |
| 10 | −0.168 | −0.281 | −0.079 |
| 40 | −0.060 | −0.070 | −0.058 |

The series (6) is useless at 3 nm and good at 40 nm. Its first two terms have equal size at $L=20.2/(1.950\times1.440)\approx7$ nm, so it needs cells well beyond that. At 3 nm, equation (7) gives
$$-\frac{1.440}{8.4}\,(\ln8.80-0.411)=-0.302\ \text{eV},$$
close to the full value even though $L$ is not far below $r_0$. A straight line in $1/L$ through the errors at 3 and 6 nm extrapolates to $2(-0.2264)-(-0.3189)=-0.134$ eV instead of zero. Convergence with vacuum thickness thus says nothing about lateral convergence, and a linear fit to small cells does not supply it.

## When the electron does not stay extended

The error (4) vanishes for $L\to\infty$ provided the electron remains extended. The defect attracts it, however, and a calculation that lets the orbital relax can bind it. For mass $0.5\,m_e$, an electron in the field of one isolated defect has binding energy $E_b=0.635$ eV and mean radius 0.64 nm in this model.

In the periodic array, with the electron's self-repulsion omitted, the lowest level relative to the uniform state is $-0.050$, $-0.187$ and $-0.301$ eV for $L=3$, 6 and 10 nm. At 3 nm the energy gain is small beside the lateral error, although the density at the defect is already about five times the mean. At 10 nm this ratio exceeds 80 and the electron is bound.

The level is still far from $-E_b$ at 10 nm because the other defects and the omitted average shift the potential. Let $\delta$ be the bracket of (4) times $e^2/2$, with the defect–electron interaction in place of $U$. The electron's potential energy near the defect is shifted by $-2\delta$, so for an orbit small compared with $L$ the level is $-E_b-2\delta$. This predicts $-0.300$ eV at 10 nm, against $-0.301$ eV from diagonalisation.

For a bound electron the total energy contains lateral terms from defect–defect, defect–electron and electron–electron images. At large $L$ they are approximately $\delta$, $-2\delta$ and $\delta$, and cancel. The relaxed cell, with the electron's interaction with itself removed, therefore tends to $-E_b$, not to zero. It then describes an electron bound to the charged defect instead of a free one. To obtain the ionisation energy to a free band state from a cell with this compensation, one can hold the electron extended and remove (4), or add $E_b$ to the converged bound result. The second route requires that the electron's interaction with itself be removed: if the mean-field self-repulsion is kept, relaxation at $L=10$ nm gains only about 0.16 eV, and the cell lies near $-0.32$ eV, about half of $-E_b$.

## Relation to real monolayers

The parameters are round values in the rough range of a semiconducting transition-metal dichalcogenide monolayer. Within the model, and with the electron held extended, the ionised state at $L=3$ nm lies 0.32 eV too low. An ionisation energy computed from it is too small by that amount, provided the neutral reference state has no finite-size error of its own. If the orbital is allowed to relax self-consistently in mean field, with the mass used above, the ionised state falls by about a further 0.04 eV. Raising $\varepsilon_\parallel$ to 18, as a rough allowance for ionic screening, moves the error by $+0.03$ eV. One electron per cell is a density of $1.1\times10^{13}$ cm$^{-2}$; if such electrons filled a band with two spins and two valleys, the Fermi energy would be 27 meV, close to the thermal energy of 26 meV at 300 K.

A layer on a substrate is not free-standing, as assumed so far. A thick substrate of dielectric constant $\kappa$ on one side changes the outer flux from $2Ga$ to $(1+\kappa)Ga$. The $1/L$ coefficient is then multiplied by $2/(1+\kappa)$, and $r_0$ in (7) is replaced by $2r_0/(1+\kappa)$ inside the logarithm only. For a rough $\kappa=4$ at $L=3$ nm, (7) falls from 0.30 to about 0.15 eV in magnitude. The effective length, 1.7 nm, is then below $L$, so the logarithm is outside its range and too small: evaluating (4) with the kernel of the worked layer on this substrate gives an error of $-0.21$ eV.

## Computed values

```
layer thickness 0.6 nm, defect width 0.1 nm
eps parallel 15.0, eps perpendicular 6.0
mass 0.5 m_e, screening length r0 4.20 nm
e^2/(4 pi eps0) 1.43996 eV nm
isolated defect electrostatic energy 0.6312 eV
jellium slope at L=3 nm: computed 0.08368 eV/nm
jellium slope at L=3 nm: formula 0.08377 eV/nm
errors at L=3 nm: Lz (nm), jellium (eV), band edge (eV)
    2.0   -0.2511   -0.3182
    3.0   -0.1787   -0.3188
    6.0    0.0609   -0.3189
   12.0    0.5575   -0.3189
   24.0    1.5596   -0.3189
plane-averaged energy change, Lz 3 to 12 nm, L=3 nm:
  defect self 0.7363 eV, attraction -1.4724 eV
  electron self 0.7362 eV, sum -0.00000 eV
vacuum decay per 1.5 nm: computed 23.31, formula 23.14
lattice constant 1.950132, K 2.584982
C2 20.217 eV nm^2
thick vacuum: L (nm), error, 1/L term, two terms (eV)
    2.0   -0.3785   -1.4041    3.6502
    3.0   -0.3189   -0.9360    1.3103
    6.0   -0.2264   -0.4680    0.0936
   10.0   -0.1676   -0.2808   -0.0786
   20.0   -0.1038   -0.1404   -0.0899
   40.0   -0.0595   -0.0702   -0.0576
thin-sheet logarithm at L=3 nm -0.3022 eV
1/L extrapolation from 3 and 6 nm leaves -0.1338 eV
isolated binding energy 0.6351 eV, mean radius 0.639 nm
relaxed electron: L (nm), level (eV), peak/mean density
    3.0   -0.0497      5.19
    6.0   -0.1869     28.85
   10.0   -0.3010     81.65
level predicted from binding at L=10 nm -0.2999 eV
electron density at L=3 nm 1.111e+13 cm^-2
Fermi energy (2 spins, 2 valleys) 26.6 meV
thermal energy at 300 K 25.9 meV
unscreened dipole term, shift 0.15 nm, L=Lz=3 nm: -7.54 meV
eps parallel 15 to 18 shifts L=3 nm error 31.6 meV
halved z grid shifts L=3 nm error 0.0002 meV
larger plane-wave basis shifts L=3 nm level -0.0707 meV
```
